\section*{Back-Gate Control of the Front Threshold in a Depleted Oxide Film}

\section{The situation}

A thin n-type oxide film lies between two insulators, each with its own gate. The front gate switches the transistor, and the back gate is held at a constant bias. When the back bias is made more negative, electrons are pushed out of the film, and the front gate must be made more positive to bring the channel back. How many volts of front threshold does one volt of back bias cost?

The back gate acts on the front channel through the back insulator and the film in series, because a depleted film has few mobile electrons to screen the field. With $C_s$, $C_b$ and $C_f$ the capacitances per area of film, back insulator and front insulator, the result is
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{C_sC_b}{C_f\,(C_s+C_b)} .
\label{eq:main}
\end{equation}
It holds under three conditions: threshold is reached at a fixed front surface potential, the charge inside the film and at its back face does not respond to bias, and the channel is a thin sheet at the front face. Each of these can fail, and the replacement for (\ref{eq:main}) is derived below.

\section{Conventions}

The film has thickness $t$ and permittivity $\varepsilon_s$, so $C_s=\varepsilon_s/t$. The coordinate $x$ runs from the front face, $x=0$, to the back face, $x=t$. The channel is long and the drain bias small, so that one Fermi level $E_F$, that of the source, describes the electrons and the problem is one-dimensional.

Let $\phi(x)=(E_F-E_C(x))/q$, where $E_C$ is the conduction-band edge and $q>0$ the elementary charge. This is the electrostatic potential up to a constant, and electrons gather where $\phi$ is high. The surface values are $\phi_f=\phi(0)$ and $\phi_b=\phi(t)$.

Gate voltages $V_f$ and $V_b$ are counted from constant offsets that absorb work functions and fixed interface charge. The offsets move the threshold but drop out of its derivative.

The donors, of density $N_d$, are ionized, with total charge $Q=qN_dt$ per area. At threshold the electron sheet density $N$ is much smaller than $N_dt$; this is what ``fully depleted'' means here.

\section{Potential and charge in the depleted film}

With the electron charge neglected, Poisson's equation is
\begin{equation}
\phi''(x)=-\frac{qN_d}{\varepsilon_s}.
\end{equation}
Let $D_0$ be the displacement entering the film at the front, positive towards the back, so that $\phi'(0)=-D_0/\varepsilon_s$. Integrating twice,
\begin{equation}
\phi(x)=\phi_f-\frac{D_0}{\varepsilon_s}x-\frac{qN_d}{2\varepsilon_s}x^2 .
\end{equation}
At $x=t$, using $t/\varepsilon_s=1/C_s$ and $qN_dt^2/\varepsilon_s=Q/C_s$,
\begin{equation}
\phi_b=\phi_f-\frac{D_0}{C_s}-\frac{Q}{2C_s}.
\label{eq:phib}
\end{equation}
The displacement leaving the film at the back is larger than $D_0$ by the donor charge. Gauss's law at the two faces therefore reads
\begin{align}
D_0&=C_f(V_f-\phi_f), \label{eq:front}\\
D_0+Q&=C_b(\phi_b-V_b). \label{eq:back}
\end{align}
Inserting (\ref{eq:phib}) into (\ref{eq:back}) and collecting $D_0$ on the left,
\begin{equation}
D_0\left(1+\frac{C_b}{C_s}\right)=C_b(\phi_f-V_b)-Q\left(1+\frac{C_b}{2C_s}\right).
\end{equation}
Multiplication by $C_s/(C_s+C_b)$ gives
\begin{equation}
D_0=\frac{C_sC_b(\phi_f-V_b)-Q\,(C_s+C_b/2)}{C_s+C_b}.
\label{eq:D0}
\end{equation}

\section{The threshold and its slope}

Suppose the channel turns on when $\phi_f$ reaches a fixed value $\phi_T$. From (\ref{eq:front}),
\begin{equation}
V_{Tf}=\phi_T+\frac{D_0(\phi_T,V_b)}{C_f}.
\label{eq:VT}
\end{equation}
Only $D_0$ depends on $V_b$, and (\ref{eq:D0}) gives $\partial D_0/\partial V_b=-C_sC_b/(C_s+C_b)$. Division by $C_f$ yields (\ref{eq:main}). The donor charge shifts $V_{Tf}$ but is absent from the slope.

Two limits help in reading the result. If $C_s\gg C_b$, the film drops little of the back-gate voltage and the slope tends to $-C_b/C_f$. If $C_b\gg C_s$, the back face follows the back gate and the slope tends to $-C_s/C_f$: the film itself is then the effective back insulator.

A more compact form uses lengths. Replace each insulator by the thickness of film material with the same capacitance, $d_f=\varepsilon_s/C_f$ and $d_b=\varepsilon_s/C_b$. Since $1/C_s+1/C_b=(t+d_b)/\varepsilon_s$,
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{d_f}{t+d_b}.
\label{eq:lengths}
\end{equation}
The slope is minus the ratio of the channel's electrical distances to the front and back gates.

\section{A channel of finite width}

An experiment can define threshold by a small fixed current instead of a surface potential. At constant mobility this means a fixed sheet density $N$. The electrons also occupy a finite depth, described by their centroid
\begin{equation}
X=\frac1N\int_0^t x\,n(x)\,dx .
\end{equation}
Let the biases change slightly while $N$ stays fixed. For nondegenerate classical electrons, $n=N_c\,e^{\phi/V_t}$ with $V_t=k_BT/q$ and $N_c$ the effective density of states, so
\begin{equation}
\delta N=\frac{1}{V_t}\int_0^t n(x)\,\delta\phi(x)\,dx=0 .
\label{eq:dN}
\end{equation}
The same condition holds for quantum-confined electrons. Subband $i$, with energy $E_i$ measured from $E_F$ and normalized envelope $\psi_i$, contributes $A\,e^{-E_i/k_BT}$ to $N$, with $A$ a constant. First-order perturbation theory gives $\delta E_i=-q\int|\psi_i|^2\delta\phi\,dx$. Summing the changes over $i$ reproduces (\ref{eq:dN}), with $n=\sum_i A\,e^{-E_i/k_BT}|\psi_i|^2$.

The donor charge is fixed and the electrons' own field is neglected, so $\delta\phi''=0$ and $\delta\phi$ is linear in $x$. For a linear function, (\ref{eq:dN}) says that $\delta\phi(X)=0$. With $\delta D$ the change of displacement, which is uniform through the film,
\begin{equation}
\delta\phi(x)=-\frac{\delta D}{\varepsilon_s}(x-X).
\end{equation}
At the front, (\ref{eq:front}) gives
\begin{equation}
\delta V_f=\delta\phi_f+\frac{\delta D}{C_f}=\frac{\delta D}{\varepsilon_s}(X+d_f),
\end{equation}
and at the back, (\ref{eq:back}) gives
\begin{equation}
\delta V_b=\delta\phi_b-\frac{\delta D}{C_b}=-\frac{\delta D}{\varepsilon_s}(t-X+d_b).
\end{equation}
The ratio is
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{d_f+X}{d_b+t-X}.
\label{eq:lever}
\end{equation}
Setting $X=0$ returns (\ref{eq:lengths}). A nonzero $X$ increases the numerator and decreases the denominator, so a finite channel width makes the slope steeper. Because $X$ depends on bias, the graph of $V_{Tf}$ against $V_b$ is no longer a straight line.

\section{Where the front channel ends}

The opposite limit, $X\to t$, describes electrons at the back face:
\begin{equation}
\frac{dV_{Tf}}{dV_b}\to-\frac{d_f+t}{d_b}=-\frac{C_b(C_s+C_f)}{C_sC_f}.
\label{eq:backch}
\end{equation}
To see when the channel sits at the front, insert (\ref{eq:D0}) into (\ref{eq:phib}). The terms in $Q$ combine to $-Q/[2(C_s+C_b)]$, and
\begin{equation}
\phi_f-\phi_b=\frac{C_b}{C_s+C_b}\left(V_b^{*}-V_b\right),\qquad
V_b^{*}=\phi_f-\frac{Q}{2C_b}.
\label{eq:range}
\end{equation}
A classical front channel requires this difference to be several $V_t$. The back bias must therefore lie well below $V_b^*$. At $V_b^*$ the donors leave a parabolic potential of height $Q/(8C_s)$ in the middle of the film. If this is small compared with $V_t$ (it is 2 mV in the example below), the electrons near $V_b^*$ spread through the film. Far above $V_b^*$ the back channel turns on first.

\section{Worked example}

Take a film of 10 nm with relative permittivity 10, and insulators of relative permittivity 9, 20 nm thick at the front and 50 nm at the back. The donor density is $10^{17}\ \mathrm{cm^{-3}}$, the effective mass 0.3 electron masses and the temperature 300 K. Threshold is set at $N=10^{10}\ \mathrm{cm^{-2}}$, one tenth of the donor sheet density. The capacitances are
\begin{equation}
C_s=0.885,\quad C_f=0.398,\quad C_b=0.159\quad \mathrm{\mu F/cm^2}.
\end{equation}
Film and back insulator in series have $0.885\times0.159/(0.885+0.159)=0.135\ \mathrm{\mu F/cm^2}$, and
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{0.135}{0.398}=-0.339 .
\end{equation}
The lengths $d_f=22.22$ nm and $d_b=55.56$ nm give the same value, $-22.22/65.56$. Leaving out the film capacitance would give $-0.400$. Moving the back bias from $-1$ to $-5$ V raises the front threshold by $0.339\times4=1.36$ V.

For the threshold itself $\phi_T$ is needed. In a nearly uniform field $F$ classical electrons have $X\simeq V_t/F$ and $N\simeq N_cX\,e^{\phi_T/V_t}$. At $V_b=-3$ V the numerical solution gives $X=0.60$ nm. With $N_c=4.12\times10^{18}\ \mathrm{cm^{-3}}$ and $V_t=25.85$ mV,
\begin{equation}
\phi_T\simeq V_t\ln\frac{N}{N_cX}=-0.083\ \mathrm{V},
\end{equation}
in agreement with the computed value. Then (\ref{eq:D0}), with $Q=0.0160\ \mathrm{\mu C/cm^2}$, gives $D_0=0.379\ \mathrm{\mu C/cm^2}$, and
\begin{equation}
V_{Tf}=-0.083+\frac{0.379}{0.398}=0.869\ \mathrm{V}.
\end{equation}
The Poisson solution that includes the electrons gives 0.873 V. The difference of 4 mV is the electron charge near the front face divided by the front capacitance, $qN/C_f$.

At this fixed $\phi_T$, (\ref{eq:range}) gives $V_b^*=-0.13$ V. The potential drop across the film is $0.153\times0.87=0.13$ V at $V_b=-1$ V, about five thermal voltages, and 0.74 V at $-5$ V.

\section{How far the electrons move the slope}

The slopes below are computed at fixed $N=10^{10}\ \mathrm{cm^{-2}}$. The classical ones come from Poisson's equation with Boltzmann electrons. The quantum ones come from the Schr\"odinger equation in the depleted film with hard walls at both faces, without the electrons' own field.

\begin{center}
\begin{tabular}{ccccc}
\hline
$V_b$ & $X$ class. & slope & $X$ quant. & slope\\
(V) & (nm) & class. & (nm) & quant.\\
\hline
$-1$ & 1.99 & $-0.381$ & 3.54 & $-0.416$\\
$-3$ & 0.60 & $-0.351$ & 2.23 & $-0.386$\\
$-5$ & 0.35 & $-0.346$ & 1.85 & $-0.378$\\
\hline
\end{tabular}
\end{center}

Equation (\ref{eq:lever}) accounts for these values. For the quantum case at $-3$ V, for instance,
\begin{equation}
-\frac{22.22+2.23}{55.56+10-2.23}=-0.386 .
\end{equation}
A more negative back bias strengthens the field in the film and presses the electrons towards the front face. $X$ shrinks and the slope moves towards $-0.339$.

Confinement keeps the quantum centroid well away from the face. In a linear potential $qFx$ with a hard wall at $x=0$, the virial theorem gives $2\langle T\rangle=\langle qFx\rangle$ for a bound state. Hence $E_1=\tfrac32\,qF\langle x\rangle$ and $\langle x\rangle=2E_1/(3qF)$. At $-3$ V the lowest level lies 0.147 eV above the band edge at the front face. With nearly all electrons in this level, $N=A\,e^{-E_1/k_BT}$ with $A=mk_BT/(\pi\hbar^2)=3.2\times10^{12}\ \mathrm{cm^{-2}}$ puts it about 0.15 eV above $E_F$. The band edge at the front face is therefore close to $E_F$, so $\phi_f\approx0$ at the quantum threshold. Equation (\ref{eq:D0}) then gives $F=D_0/\varepsilon_s\approx0.044$ V/nm and $\langle x\rangle\approx2.2$ nm, close to the computed 2.23 nm.

The quantum slope at $-3$ V is thus 14\% steeper than (\ref{eq:main}). Over the whole range from $-1$ to $-5$ V the threshold moves by 1.56 V in the quantum calculation and 1.42 V in the classical one, against 1.36 V from (\ref{eq:main}).

The quantum slopes happen to lie near $-C_b/C_f=-0.400$, but this does not justify leaving out the film. Setting (\ref{eq:lever}) equal to $-d_f/d_b$ gives $X=d_ft/(d_f+d_b)$, here 2.9 nm. Near this centroid, neglecting the film's thickness and neglecting the channel's depth are errors that cancel.

On the other side of $V_b^*$, at $V_b=+3$ V, the classical centroid is at 9.53 nm and the slope is $-0.567$, close to the back-channel limit $-0.580$ from (\ref{eq:backch}). Used there, (\ref{eq:main}) would be wrong by 40\% of the computed slope.

\section{Charge that follows the bias}

\subsection{States at the back interface}

Let the back interface have $D_{it}$ states per area and energy, filled in equilibrium with the film. Raising $\phi_b$ by $\delta\phi_b$ adds the charge $-C_{it}\,\delta\phi_b$, with $C_{it}=q^2D_{it}$. At fixed $\phi_f$, (\ref{eq:phib}) gives $\delta\phi_b=-\delta D/C_s$. The displacement in the back insulator is that leaving the film plus the interface charge, so
\begin{equation}
\delta D=C_b(\delta\phi_b-\delta V_b)+C_{it}\,\delta\phi_b
=-\frac{C_b+C_{it}}{C_s}\,\delta D-C_b\,\delta V_b .
\end{equation}
Solving for $\delta D$ and dividing by $C_f$,
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{C_sC_b}{C_f(C_s+C_b+C_{it})}.
\end{equation}
The states screen the back gate. For $D_{it}=5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, $C_{it}=0.080\ \mathrm{\mu F/cm^2}$ and the slope becomes $-0.315$, 7\% weaker than (\ref{eq:main}). States at the front interface keep a constant charge while $\phi_f$ is fixed, so within this model they leave the slope unchanged. If threshold is instead a fixed density in a channel of finite depth, $\phi_f$ moves with the back bias and these states respond. The same $D_{it}$ at the front then steepens the quantum slope at $-3$ V by about 2\%.

\subsection{States in the gap of the film}

A disordered film also has states in its gap. With a uniform density $g$ per volume and energy, a potential change adds the charge density $-q^2g\,\delta\phi$, and
\begin{equation}
\delta\phi''=\frac{\kappa^2}{t^2}\,\delta\phi,\qquad \kappa^2=\frac{q^2g\,t^2}{\varepsilon_s}.
\end{equation}
With $\delta\phi(0)=0$ the solution is $\delta\phi=a\sinh(\kappa x/t)$. Gauss's law at the back, $-\varepsilon_s\delta\phi'(t)=C_b(\delta\phi_b-\delta V_b)$, becomes
\begin{equation}
-C_s\kappa\,a\cosh\kappa=C_b(a\sinh\kappa-\delta V_b),
\end{equation}
so that
\begin{equation}
a=\frac{C_b\,\delta V_b}{C_b\sinh\kappa+C_s\kappa\cosh\kappa}.
\end{equation}
At the front, $C_f\,\delta V_f=-\varepsilon_s\delta\phi'(0)=-C_s\kappa a$. Hence
\begin{equation}
\frac{dV_{Tf}}{dV_b}=-\frac{C_sC_b\,\kappa}{C_f\,(C_b\sinh\kappa+C_s\kappa\cosh\kappa)} .
\end{equation}
For $\kappa\to0$, $\sinh\kappa\to\kappa$ and $\cosh\kappa\to1$, and (\ref{eq:main}) returns. With $g=10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$, $\kappa=0.13$ and the slope is $-0.336$, a change of less than 1\%. The film is thin compared with the screening length $t/\kappa\approx74$ nm.

\section{The model beside a real device}

The numbers are round values in the regime of a double-gate n-type amorphous-oxide transistor: a film of about ten nanometres, a gap of roughly 3 eV, a mass of roughly 0.3 and insulators tens of nanometres thick. The trap densities are rough and depend strongly on processing. The uniform gap density also leaves out the band tail of a disordered oxide. A dense, broad tail, with $10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}$ at the band edge and a decay energy of 60 meV, would weaken the classical slope at $-3$ V by about 6\%. With quantum-confined band electrons, and tail states that simply follow the local potential, the same tail instead steepens the slope by about 6\%. Two changes compete as the back bias becomes more negative: $\phi_f$ at threshold rises, which fills more tail states at the face, and the stronger field thins the layer in which they are filled. For classical electrons $\phi_f$ rises by only 0.04 V between $-1$ and $-5$ V, the thinning wins, and the trapped charge falls from about $5$ to $2\times10^{11}\ \mathrm{cm^{-2}}$. With confinement, whose energy grows with the field, $\phi_f$ rises by 0.14 V and the trapped charge grows from about $8$ to $10\times10^{11}\ \mathrm{cm^{-2}}$. Even the sign of the tail's effect therefore depends on how the channel is described, and its size depends on bias: the classical weakening is 19\% at $-1$ V and 3\% at $-5$ V, while the quantum steepening is under 1\% and about 2\% there. The trapped charge exceeds the donor sheet density, so a film with such a tail is not depleted in the sense used above. Without such a tail, and for the parameters used here, the assumptions that matter most among those examined are the sheet-like channel, whose failure steepens the slope by 14\% at $-3$ V, and the absence of back-interface states, whose failure weakens it by 7\%. The two effects oppose each other. The 7\% holds at fixed $\phi_f$; at the fixed-density quantum threshold the back states weaken the slope by about 5\%, and the two effects together leave it about 8\% steeper than (\ref{eq:main}) at $-3$ V. Traps too slow to follow the back bias contribute less than the equilibrium formula says. The hard walls and single mass of the quantum calculation are themselves idealizations for a disordered film. With walls 2.5 eV high and the same mass in the insulators, the lowest level lies about 2.4 eV below the top of the front barrier, and its wave function decays there over $\hbar/\sqrt{2m\times2.4\ \mathrm{eV}}\approx0.23$ nm. This acts roughly like a hard wall moved outwards by that length. At $-3$ V, $X$ then falls from 2.23 to about 2.0 nm, and (\ref{eq:lever}) gives a steepening of about 12\% instead of 14\%.

A constant-current threshold also moves if the mobility depends on back bias. Halving the mobility requires twice the density, hence roughly $V_t\ln2=18$ mV more surface potential. By (\ref{eq:D0}) and (\ref{eq:VT}) this costs $18\times(1+0.339)=24$ mV of front voltage, and the added electron charge costs about $qN/C_f=4$ mV more. Both are small beside the shift of 1.36 V. The estimate assumes no tail states; with the dense tail above, doubling the density at $-3$ V costs about 60 mV for classical and 110 mV for confined electrons.

A few other effects can be estimated, and they are small here. At $V_b=-5$ V and without fixed interface charge or tail states, the insulator fields stay under 0.9 MV/cm (about 1.0 MV/cm at the front with the dense tail and confined electrons), below the breakdown field of good insulators, which is roughly several MV/cm. A fixed charge of $10^{12}$ elementary charges per $\mathrm{cm^2}$ at an interface can change the field in the adjacent insulator by up to about 0.2 MV/cm. For a rough barrier of 2.5 eV, and with the film's effective mass used in the insulator as well, the tunnelling probability through the front insulator is below $e^{-100}$, which is negligible. The Fermi level at the back face stays 2.2 eV above the valence edge, so equilibrium holes are negligible. The electrons' own field is 0.4\% of the film field at $-3$ V. The main values of the worked example are listed in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Film, front, back thickness: 10, 20, 50 nm
Relative permittivity film, insulators: 10, 9
Donor density: 1.0e+17 cm^-3; temperature: 300 K
Threshold sheet density: 1.0e+10 cm^-2
Donor sheet density: 1.0e+11 cm^-2
Mass ratio: 0.3; thermal voltage: 25.85 mV
Conduction-band density Nc: 4.12e+18 cm^-3
Cs, Cf, Cb: 0.8854, 0.3984, 0.1594 uF/cm^2
Series Cs*Cb/(Cs+Cb): 0.1351 uF/cm^2
Donor charge Q: 0.01602 uC/cm^2
Equivalent lengths df, db: 22.22, 55.56 nm
SLOPE from formula: -0.3390 V/V
Slope if film drop ignored, -Cb/Cf: -0.4000 V/V
Slope, Poisson, fixed potential, no electrons: -0.3390 V/V
Slope, Poisson, fixed potential, electrons: -0.3376 V/V
Threshold potential phi_T (set at -3 V): -0.0830 V
Vb -1 V: D0 0.1091 uC/cm^2, formula VTf 0.1907 V
Vb -3 V: D0 0.3792 uC/cm^2, formula VTf 0.8687 V
Vb -5 V: D0 0.6493 uC/cm^2, formula VTf 1.5467 V
Formula shift, Vb -1 to -5 V: 1.3559 V
Back bias of equal surface potentials: -0.1332 V
Vb -1 V classical: VTf 0.1514 V, X 1.991 nm, slope -0.3809
Vb -1 V quantum: VTf 0.1824 V, X 3.544 nm, slope -0.4155
Vb -1 V: lowest level above front band edge 0.0637 eV
Vb -3 V classical: VTf 0.8727 V, X 0.600 nm, slope -0.3514
Vb -3 V quantum: VTf 0.9763 V, X 2.234 nm, slope -0.3862
Vb -3 V: lowest level above front band edge 0.1471 eV
Vb -5 V classical: VTf 1.5693 V, X 0.351 nm, slope -0.3462
Vb -5 V quantum: VTf 1.7393 V, X 1.853 nm, slope -0.3779
Vb -5 V: lowest level above front band edge 0.2104 eV
Classical shift, -1 to -5 V: 1.4178 V
Quantum shift, -1 to -5 V: 1.5569 V
Quantum slope over formula at -3 V: 1.1394
Quantum slope change, mesh halved: -8.3e-07 V/V
Worst relative error, centroid law (classical): 7.8e-06
Back-channel slope formula: -0.5800 V/V
Vb +3 V classical: slope -0.5668 V/V, X 9.533 nm
Interface states 5e+11 cm^-2 eV^-1: Cit 0.0801 uF/cm^2
Slope with interface states: -0.3148 V/V
Gap states 1e+17 cm^-3 eV^-1: kappa 0.1345
Slope with gap states: -0.3362 V/V
Degeneracy ratio N/(2D density of states*kT): 3.1e-03
Channel own field / film field at -3 V: 4.2e-03
Fields at -5 V, front ins., film front, back ins.: 0.819, 0.737, 0.837 MV/cm
Tunnel exponent, front ins., 2.5 eV barrier: 144.0
Gap 3.0 eV: Fermi level above back valence edge at -5 V: 2.186 eV
\end{verbatim}
